# Fields and band offsets in periodic polar superlattices

## 1. What symmetry and dimensions fix

A superlattice repeats two insulating layers along $z$: A with thickness $a$ in $0<z<a$, and B with thickness $b$ in $a<z<a+b$. Their polarizations at zero macroscopic field are $P_A$ and $P_B$, and their permittivities are $\epsilon_A$ and $\epsilon_B$. We seek the uniform fields $E_A$ and $E_B$ inside the layers, and the potential steps at the two interfaces.

Three observations restrict the answer before any calculation.

- Adding one constant to both polarizations creates no bound charge, since bound charge comes from changes of polarization. The part of the fields driven by bound charge therefore depends on $P_A$ and $P_B$ only through $\Delta P=P_B-P_A$. The interface steps considered below are a separate source, and they need not vanish when $\Delta P=0$.
- In Hartree atomic units $4\pi P$ has the dimension of a field. The polarization part of each field is thus $4\pi\Delta P$ times a dimensionless function of $a/b$, $\epsilon_A$ and $\epsilon_B$. An interface potential step can contribute only after division by a length, so its effect falls as the layers thicken.
- Inversion reverses fields and polarizations and exchanges the interface A→B with the interface B→A. If $\Delta_1$ and $\Delta_2$ are the steps $V_B-V_A$ at these interfaces, then $W=\Delta_2-\Delta_1$ changes sign, as a field does. Symmetry therefore allows $W$ to drive a field, and it does not force $W=0$ in a polar structure.

The last point means that the voltages across the two layers need not cancel. The total voltage round a period is zero, but it includes the interface steps.

## 2. Conventions and macroscopic potential

$V$ is the electrostatic potential energy of an electron, averaged over the $xy$ plane. With electrostatic potential $\phi$ and electron charge $-1$, $V=-\phi$, so the field is
$$E=-\frac{d\phi}{dz}=+\frac{dV}{dz}.$$
A positive field makes $V$ rise with $z$.

Well inside a layer of lattice period $c$, assume bulk-like behaviour: $V(z)=\alpha+Ez+u(z)$, with $u(z+c)=u(z)$. Average over one period:
$$\bar V(z)=\frac1c\int_{-c/2}^{c/2}V(z+s)\,ds=\alpha+Ez+\bar u .$$
The linear term survives because the integral of $s$ over a symmetric interval vanishes. The periodic term becomes the constant $\bar u$, which is absorbed into $\alpha$ below.

If the layers have different periods $c_A$ and $c_B$, apply both averages in succession. In each layer the matching one removes the oscillation, while the other leaves straight lines unchanged and periodic functions periodic. Together they reach $(c_A+c_B)/2$ to either side. Points closer than this to an interface mix the two materials and must not enter a line fit.

## 3. Displacement continuity

Write the charge density as a sum of neutral cell densities $\rho_i$ that tile the structure. Their tails may overlap. Gauss's law is $dE/dz=4\pi\rho$, so cell $i$ contributes the localized field
$$e_i(z)=4\pi\int_{-\infty}^{z}\rho_i(z')\,dz'.$$
It vanishes on both sides of the cell because the cell is neutral. Integration by parts gives
$$\int_{-\infty}^{\infty}e_i\,dz=-4\pi\int_{-\infty}^{\infty}z\rho_i\,dz=-4\pi p_i,$$
where $p_i$ is the cell's dipole per unit area. The boundary term is zero, again by neutrality.

The total field is $\sum_i e_i$ plus an integration constant $D$, which has one value throughout the structure. Averaged over a period inside a layer, where every cell has dipole $p$,
$$E=D-\frac{4\pi p}{c},\qquad\text{or}\qquad D=E+4\pi P_{\rm tot},\quad P_{\rm tot}=\frac pc .$$
For linear response, $P_{\rm tot}=P+\chi E$. With $\epsilon=1+4\pi\chi$, equality of $D$ in the layers reads
$$\epsilon_AE_A+4\pi P_A=\epsilon_BE_B+4\pi P_B. \tag{1}$$

This derivation also settles two practical questions. First, a bulk polarization is defined only up to a multiple of the areal density of one filled state, because assigning an electron to the next cell changes $p$ by that density times $c$. The values in (1) must belong to neutral cells that tile the actual interface. Secondly, a cell next to the interface may have an altered dipole. That changes the potential step there but leaves (1) intact as long as the cell stays neutral.

The permittivity must contain the responses allowed in the supercell: electronic response if the ions are clamped, electronic and ionic response if they relax in the field. The polarizations must refer to the strain of the layers as grown.

If free charge $\sigma$ per area sits on the plane $z=a$, Gauss's law gives $D_B-D_A=4\pi\sigma$. Periodicity then requires $-\sigma$ at the other interface.

## 4. Zero total voltage and the solution

Let $V_A(z)$ and $V_B(z)$ be the straight macroscopic lines, continued to the interface planes. Define
$$\Delta_1=V_B(a)-V_A(a),\qquad \Delta_2=V_B(a+b)-V_A(0).$$
The second uses periodicity: the plane $z=a+b$ is the plane $z=0$ of the next period. Follow the potential from the start of A to the start of the next A. It changes by $aE_A$ across A, by $+\Delta_1$ on entering B, by $bE_B$ across B, and by $-\Delta_2$ on leaving B. The sum must vanish:
$$aE_A+\Delta_1+bE_B-\Delta_2=0,\qquad\text{so}\qquad aE_A+bE_B=W. \tag{2}$$

Rewrite (1) as $\epsilon_AE_A-\epsilon_BE_B=4\pi\Delta P$. Multiply it by $b$, multiply (2) by $\epsilon_B$, and add. The terms in $E_B$ cancel:
$$(\epsilon_Ab+\epsilon_Ba)E_A=4\pi\Delta P\,b+\epsilon_BW.$$
Next multiply (2) by $\epsilon_A$ and subtract $a$ times (1). The terms in $E_A$ cancel:
$$(\epsilon_Ab+\epsilon_Ba)E_B=-4\pi\Delta P\,a+\epsilon_AW.$$
With $M=\epsilon_Ab+\epsilon_Ba$, the fields are
$$E_A=\frac{4\pi\Delta P\,b+\epsilon_BW}{M},\qquad E_B=\frac{-4\pi\Delta P\,a+\epsilon_AW}{M}. \tag{3}$$

For $W=0$ the fields have opposite signs and $|E_A|/|E_B|=b/a$, so the thinner layer carries the larger field. When $b\gg a$, $E_A\to4\pi\Delta P/\epsilon_A$ and $E_B\to0$. For equal thicknesses and permittivities, $E_A=-E_B=2\pi\Delta P/\epsilon$.

Relative to the polarization term, the correction to $E_A$ is $\epsilon_BW/(4\pi\Delta P\,b)$. At fixed $a/b$ and bounded $W$ it falls as the inverse of the period. The voltage $aE_A$, by contrast, grows in proportion to the period. Once it brings occupied states at one interface level with empty states at another, charge transfers, the layers cease to be insulating, and (1) without free charge fails.

## 5. Extracting the offset

Fit the averaged potential in the two interiors:
$$V_A(z)=\alpha_A+E_Az,\qquad V_B(z)=\alpha_B+E_Bz.$$
The extrapolated offsets are
$$\Delta_1=\alpha_B-\alpha_A+(E_B-E_A)a,\qquad \Delta_2=\alpha_B-\alpha_A+E_B(a+b).$$
Their difference is $aE_A+bE_B$, so fitted values satisfy (2) identically. Comparing fitted fields with (3), using $W$ from the same fit, therefore checks only condition (1) and the bulk data in it. To predict fields in a new structure, $W$ must come from another calculation of the same interfaces.

Two other readings of the same profile give different quantities. At equal distances $x$ from plane 1,
$$V_B(a+x)-V_A(a-x)=\Delta_1+(E_A+E_B)x. \tag{4}$$
Between layer midpoints,
$$V_B\!\left(a+\tfrac b2\right)-V_A\!\left(\tfrac a2\right)=\Delta_1+\tfrac12(aE_A+bE_B)=\tfrac12(\Delta_1+\Delta_2), \tag{5}$$
where the last step uses (2). The midpoint difference needs no extrapolation, but it gives the mean of the two offsets and cannot show that they differ.

**The plane must be stated.** Since $V_B(z)-V_A(z)$ has slope $E_B-E_A$, moving plane 1 by $\delta$ changes its offset by
$$\delta\Delta_1=(E_B-E_A)\,\delta. \tag{6}$$
The physical profile does not change. The thicknesses become $a+\delta$ and $b-\delta$, and $W$ becomes $W+(E_A-E_B)\delta$, which preserves (2). The value of $W$ is thus also tied to the chosen planes. If both planes move together, $a$, $b$ and $W$ stay the same while both offsets shift by the amount in (6).

**Flat-band reference.** Place $+\sigma$ on plane 1 and $-\sigma$ on plane 2. Equation (1) becomes $\epsilon_AE_A-\epsilon_BE_B=4\pi(\Delta P-\sigma)$. The choice $\sigma=\Delta P$ removes the polarization source, leaving only the small fields driven by $W$. The offset can then be read from nearly flat plateaus. The plane convention remains, now as the position of the sheets. If the sheet at plane 1 is moved by $\delta$ into B, the strip between $a$ and $a+\delta$ shares the displacement of A, so its field is lower than that in the rest of B by $4\pi\Delta P/\epsilon_B$. In the macroscopic description the line of B, extrapolated to $z=a$, then gives a $\Delta_1$ changed by $-4\pi\Delta P\,\delta/\epsilon_B$, while $\Delta_2$ is unchanged. $W$ rises by $4\pi\Delta P\,\delta/\epsilon_B$, the plateaus tilt with the fields $\epsilon_BW/M$ and $\epsilon_AW/M$, and by (5) the midpoint difference changes by half as much as $\Delta_1$. For a shift comparable to or smaller than a lattice period the strip does not screen like bulk B, so the size of the change is then only an estimate.

**Valence offset.** Let $E_{v,A}$ and $E_{v,B}$ be the bulk valence-band tops, and $\langle V\rangle_A$ and $\langle V\rangle_B$ the mean potentials in the same bulk calculations. At an interface with offset $\Delta$,
$$\Delta E_v=\Delta+(E_{v,B}-\langle V\rangle_B)-(E_{v,A}-\langle V\rangle_A). \tag{7}$$
Each bracket is independent of the arbitrary zero of its bulk potential, and $\Delta$ supplies the common reference. The potential must be defined identically in all three calculations. Equation (7) neglects the change of the bulk brackets with field.

## 6. Worked example

The example is a one-dimensional, self-consistent Hartree model. Each cell (period 6.0 bohr in A, 7.0 bohr in B) has a layer of ionic charge with a Gaussian profile (width 1.2 bohr in A, 0.6 bohr in B), a short-range attractive Gaussian well (depth 0.8 hartree, width 1.0 bohr), and one filled state of areal density $s=0.10$ bohr$^{-2}$. Exchange, correlation and in-plane motion are left out. The well is at the cell centre, and the ion is displaced from it by $d$, which makes the cell polar. The interface planes are the cell boundaries. $V$ contains the Coulomb potential of ions and electrons, not the short-range wells.

**Bulk polarization.** In a bulk supercell of length $L$, the electron centre follows from the phase of $\det\langle\psi_m|e^{2\pi iz/L}|\psi_n\rangle$ over filled states. A unitary change of orbitals leaves this determinant unchanged. For localized orbitals much narrower than $L$ the matrix is nearly diagonal, and the phase is $2\pi/L$ times the sum of their centres. If $x_e$ is the electron centre measured from the well, $P=s(d-x_e)/c$:
$$P_A=\frac{0.10(-0.02+0.00581)}{6.0}=-2.365\times10^{-4},$$
$$P_B=\frac{0.10(0.03-0.01413)}{7.0}=2.267\times10^{-4}$$
in $e$/bohr$^2$. Hence $\Delta P=4.633\times10^{-4}$ and $4\pi\Delta P=5.822\times10^{-3}$ a.u.

**Bulk permittivity.** A weak cosine potential spanning the supercell is screened by the crystal, and applied over total amplitude gives $\epsilon$ at that wavevector. The leading error is quadratic in wavevector, so supercells of 8 and 16 cells combine as $(4\epsilon_{16}-\epsilon_8)/3$. This gives $\epsilon_A=1.855$ and $\epsilon_B=1.389$.

**Eight cells of each material.** Here $a=48$ and $b=56$ bohr, so
$$M=1.855\times56+1.389\times48=170.6\ \text{bohr}.$$
For $W=0$,
$$E_A=\frac{5.822\times10^{-3}\times56}{170.6}=1.911\times10^{-3},\qquad E_B=-1.638\times10^{-3}\ \text{a.u.}$$
The fitted slopes are $1.908\times10^{-3}$ and $-1.642\times10^{-3}$ a.u., or 0.981 and $-0.845$ V/nm. The extrapolated offsets are $\Delta_1=-0.07525$ and $\Delta_2=-0.07565$ hartree. Their difference, $W=-0.00040$ hartree, brings formula (3) to $1.908\times10^{-3}$ and $-1.643\times10^{-3}$ a.u. The values of $D$ in the two layers differ by 0.02% of $4\pi\Delta P$.

By (6), the offset changes by $-0.00355$ hartree for each bohr by which the plane is moved. Quoting it to a millihartree therefore requires the plane to be specified to about 0.3 bohr.

**Other thicknesses.** With twelve cells of A and six of B, $a=72$ and $b=42$ bohr. The offsets, $-0.07524$ and $-0.07569$ hartree, are nearly unchanged. Taking $W=-0.00040$ hartree from the previous structure, (3) predicts
$$E_A=1.3742\times10^{-3}-\frac{1.389\times0.00040}{177.9}=1.371\times10^{-3}\ \text{a.u.},$$
where the first term is the $W=0$ value. The fitted slope is $1.370\times10^{-3}$ a.u. In this structure, a reading 18 bohr to either side of plane 1 gives $-0.09305$ hartree, an error of $-0.018$ hartree relative to $\Delta_1$, as (4) requires.

**Unequal interfaces.** Displacing the last ion of A by 0.1 bohr changes $\Delta_1$ to $-0.1237$ hartree, while $\Delta_2$ remains $-0.0756$ hartree. Now $W=0.0481$ hartree, and its contribution to $E_A$ is
$$\frac{1.389\times0.0481}{170.6}=3.92\times10^{-4}\ \text{a.u.}$$
Equation (3) gives $E_A=2.303\times10^{-3}$ a.u., in agreement with the fitted slope. Omitting $W$ makes $E_A$ 17% too small and $|E_B|$ 47% too large, relative to the fitted values. The midpoint difference is $-0.0997$ hartree, the mean in (5), and belongs to neither interface.

**Flat bands.** Compensating sheets reduce the fields to $5.7\times10^{-6}$ and $7.8\times10^{-6}$ a.u. The offsets are then $-0.0758$ and $-0.0751$ hartree. Each differs from its value in the sloped structure by about 0.0006 hartree, with opposite signs, while the two means agree, to about $10^{-5}$ hartree, at $-0.07545$ hartree ($-2.05$ eV).

Inversion explains the agreement of the means. Scale all ion displacements, and with them the sheet charges, by $\lambda$. Reversing $\lambda$ is equivalent to inverting the structure, so $\Delta_1(\lambda)=\Delta_2(-\lambda)$ with or without sheets. The mean is therefore even in $\lambda$. Both structures have the same nonpolar limit, so for a smooth response their means can differ only from second order in $\lambda$. The individual offsets may differ at first order. This argument does not cover the structure with one altered interface.

**Valence offset.** The bulk calculations set $\langle V\rangle=0$, so (7) with the mean offset gives
$$\Delta E_v=-0.07545-0.49753+0.40088=-0.172\ \text{hartree}=-4.68\ \text{eV}.$$
The highest filled states located mainly in B and mainly in A in the flat-band superlattice differ by $-0.171$ hartree. Unequal confinement shifts of the two band tops are a plausible source of the remaining 0.001 hartree, but the calculation does not isolate them.

## 7. Implementation

1. Compute $P$ and $\epsilon$ for each bulk at the strain and ionic constraints of the superlattice. Choose polarization branches from neutral cells that tile the interface.
2. Average $V$ over the plane and over both lattice periods. Fit straight lines only where the filters and the interface disturbance do not reach; the example leaves 14 bohr on each side of every plane.
3. Fix the interface planes, extrapolate to both, and report $\Delta_1$, $\Delta_2$ and the plane convention. A slope error $\delta E$, with the line held at the layer centre, moves its value at the plane by $\delta E$ times half the layer thickness.
4. Check (1) with the fitted slopes. If it fails, examine the polarization branch, free charge, the supercell gap, the linearity of the response and the fit windows.
5. Repeat with other thicknesses. Offsets that drift indicate that the interiors are not bulk-like, or that the interface step responds appreciably to $D$. That response depends on the plane convention. By (3), $E_B-E_A=[-4\pi\Delta P\,(a+b)+(\epsilon_A-\epsilon_B)W]/M$. When $\epsilon_A\neq\epsilon_B$ this changes with $a/b$, so by (6) offsets that are steady for one choice of planes drift for another; for equal permittivities it is the constant $-4\pi\Delta P/\epsilon$ and no such drift arises.

The numerical check solves the superlattices without using (3) and compares their slopes and offsets with the relations above.

## Computed results

```
filled-state areal density 0.10 bohr^-2
well depth 0.80 hartree, width 1.00 bohr
A: period 6.0, ion width 1.2, ion displacement -0.02 bohr
A: electron centre from well -0.00581 bohr
A: polarization -2.3653e-04 e/bohr^2
A: eps for 8, 16 cells 1.8306 1.8490; limit 1.8551
A: band top -0.40088, gap 0.3534 hartree
B: period 7.0, ion width 0.6, ion displacement 0.03 bohr
B: electron centre from well 0.01413 bohr
B: polarization 2.2673e-04 e/bohr^2
B: eps for 8, 16 cells 1.3847 1.3880; limit 1.3891
B: band top -0.49753, gap 0.4931 hartree
P_B - P_A = 4.6326e-04 e/bohr^2
[8+8] a 48.0, b 56.0 bohr; gap 0.2694 hartree
  measured E_A, E_B: 1.9077e-03 -1.6423e-03 a.u.
  full formula:      1.9081e-03 -1.6426e-03 a.u.
  formula with W=0:  1.9113e-03 -1.6383e-03 a.u.
  D in A, B: 5.6671e-04 5.6787e-04 a.u.
  Delta_1, Delta_2: -0.07525 -0.07565 hartree
[12+6] a 72.0, b 42.0 bohr; gap 0.2636 hartree
  measured E_A, E_B: 1.3704e-03 -2.3601e-03 a.u.
  full formula:      1.3706e-03 -2.3605e-03 a.u.
  formula with W=0:  1.3742e-03 -2.3557e-03 a.u.
  D in A, B: -4.3008e-04 -4.2926e-04 a.u.
  Delta_1, Delta_2: -0.07524 -0.07569 hartree
[8+8 shifted ion] a 48.0, b 56.0 bohr; gap 0.2594 hartree
  measured E_A, E_B: 2.3030e-03 -1.1145e-03 a.u.
  full formula:      2.3033e-03 -1.1148e-03 a.u.
  formula with W=0:  1.9113e-03 -1.6383e-03 a.u.
  D in A, B: 1.3000e-03 1.3011e-03 a.u.
  Delta_1, Delta_2: -0.12374 -0.07560 hartree
[flat] E_A, E_B: 5.71e-06 7.81e-06 a.u.
[flat] Delta_1, Delta_2: -0.07581 -0.07510 hartree
[12+6] difference read 18 bohr away: -0.09305 hartree
[12+6] Delta_1 + (E_A+E_B)x: -0.09305 hartree
[shifted] midpoint difference: -0.09967 hartree
[shifted] mean of Delta_1, Delta_2: -0.09967 hartree
[8+8] offset change per bohr of plane shift: -0.00355 hartree
valence offset, bulk tops + line-up: -0.17209 hartree
valence offset, flat superlattice states: -0.17117 hartree
[8+8] E_A = 0.9810 V/nm, E_B = -0.8445 V/nm
[8+8] mean potential offset = -2.0530 eV
valence offset = -4.6829 eV
```
